The Tracer Correlation Factor (1+C)/(1−C) for Vacancy Diffusion

If the jumps of a tagged atom in a crystal are treated as independent, its diffusivity in three dimensions, averaged over the axes, is Γl²/6, with Γ the jump rate of the atom and l the jump length. For diffusion by vacancies this is too large, by a factor 1/0.781 = 1.28 in an fcc crystal with few vacancies. An atom that has just exchanged places with a vacancy has that vacancy directly behind it, so a jump back is more likely than a jump forward. Part of the motion cancels, and the theorem below says how much.

**Setting and assumptions**

The tagged atom, or tracer, makes jumps s₁, s₂, … of equal length l. Its displacement after n jumps is R_n = s₁ + … + s_n. The correlation factor is

f = lim (n→∞) ⟨R_n²⟩/(n l²).

Independent jumps of zero mean give f = 1. In d dimensions the tracer diffusivity averaged over the d Cartesian axes is D* = fΓl²/(2d), where Γ counts all jumps of the tracer, including those that are soon reversed. In a cubic crystal, and on a square or triangular net with equal rates, the diffusivity is the same in every direction and equals D*. At lower symmetry it can differ between directions even when all jumps are equivalent, and f then fixes only this average.

(A1) Vacancies are dilute. After a tracer jump, either the same vacancy makes the next exchange, or it is lost and a fresh vacancy arrives later. The jump made by a fresh vacancy has zero mean and no memory of earlier jumps.

(A2) All tracer jumps are equivalent: for any two of them, a symmetry operation of the crystal and its jump rates carries one into the other.

(A3) Each jump vector lies along a rotation axis of at least twofold order, or along a mirror line in two dimensions. The operation leaves the positions of tracer and vacancy after the jump unchanged.

Let C = ⟨s_i·s_{i+1}⟩/l² be the mean cosine between successive tracer jumps. Every next jump counts in this average, including those made by fresh vacancies.

**Theorem.** Under A1 to A3, with −1 < C < 1,

f = (1+C)/(1−C).

For C = −1 the limit is f = 0, in agreement with the same expression.

**Lemma 1 (one step of memory).** Under A1 to A3, E[s_{i+1} | s_i] = C s_i, and the jumps before s_i have no further influence.

Proof. Right after a jump s the vacancy sits on the site the tracer has left, at −s relative to the tracer. Apart from the tracer, the atoms are identical, so the future depends only on this relative position and, in a crystal with several sites per cell, on the site the tracer occupies. A jump s is understood here to include that site. A lost vacancy adds no memory, by A1. The jumps therefore form a Markov chain.

Write m(s) for the mean next jump after s. A symmetry operation g carries every vacancy path into an equally probable one, so m(gs) = g m(s). Take for g the rotation or reflection of A3, for which gs = s. Then g m(s) = m(s). The vectors left unchanged by such an operation lie along the axis or mirror line, hence m(s) = c(s) s. Now take for g an operation carrying s into another jump s′. Then m(s′) = g[c(s) s] = c(s) s′, so c has one value for all jumps. Finally, ⟨s_i·s_{i+1}⟩ = ⟨s_i·m(s_i)⟩ = c l², so c = C. ∎

**Lemma 2 (later jumps).** ⟨s_i·s_{i+j}⟩ = C^j l².

Proof. By the Markov property and Lemma 1,

E[s_{i+j} | s_i] = E[ E[s_{i+j} | s_{i+j−1}] | s_i ] = C E[s_{i+j−1} | s_i].

Repeating this j times gives C^j s_i. Take the scalar product with s_i and average. ∎

The argument averages vectors. It would not be enough to know the mean cosine alone, because the cosine between jumps i and i+2 is not in general the product of the two intermediate cosines.

**Proof of the theorem.** Expanding the square gives n terms l² and, for each separation j, n−j pairs of jumps, each counted twice:

⟨R_n²⟩/(n l²) = 1 + (2/n) S, S = Σ_{j=1}^{n−1} (n−j) C^j.

To sum S, subtract CS from it. The coefficient of C is n−1. For C^j with 2 ≤ j ≤ n it is (n−j) − (n−j+1) = −1. Hence

(1−C) S = (n−1)C − Σ_{j=2}^{n} C^j = nC − Σ_{j=1}^{n} C^j = nC − C(1−Cⁿ)/(1−C).

Dividing by 1−C and using 1 + 2C/(1−C) = (1+C)/(1−C),

⟨R_n²⟩/(n l²) = (1+C)/(1−C) − 2C(1−Cⁿ)/[n(1−C)²].

For |C| < 1 the last term vanishes as 1/n, which proves the theorem. For C = −1 the first term is zero and the second equals [1−(−1)ⁿ]/(2n), which is 1/n for odd n and 0 for even n. The tracer steps back and forth between two sites, and f = 0. ∎

**Remark (what the proof does not use).** The exchange rate of the tracer need not equal that of the other atoms. The theorem also holds for a dilute impurity if A1 to A3 hold, but C then depends on the rates near the impurity. The calculation of C below is for a tracer that jumps like the host atoms.

**Lemma 3 (the value of C on an infinite Bravais lattice).** Let the vacancy choose its next step s among the neighbour vectors with probability p_s = p_{−s}, whether or not the tracer occupies the target site. Define λ(k) = Σ_s p_s cos(k·s), and let ⟨…⟩_k be the average over the Brillouin zone. Under A1 the mean next tracer jump after s is

m(s) = C(s) s, C(s) = ⟨cos(k·s) ln(1−λ)⟩_k.

Proof. Let h(r) be the mean next tracer jump when the vacancy starts at r relative to the tracer; loss of the vacancy contributes zero. If the vacancy at a neighbour site r steps onto the tracer site, the tracer moves by r. This has probability p_r. Set h(0) = 0. Considering the first vacancy step gives

h(r) − Σ_s p_s h(r+s) = b(r), b(r) = p_r r on neighbour sites, b(r) = 0 elsewhere.

The equation also holds at r = 0: inversion symmetry makes h odd, so the sum there cancels in pairs.

The transform of b is Σ_s p_s s e^{−ik·s} = −iB(k), with B(k) = Σ_s p_s s sin(k·s), since the cosine parts cancel between s and −s. The left side becomes (1−λ) times the transform of h. Inverting, and keeping the part even in k,

h(r) = ⟨B(k) sin(k·r)/(1−λ)⟩_k.

This solution is bounded. Any other bounded solution differs from it by a bounded function u with u(r) = Σ_s p_s u(r+s). The transform of u can be nonzero only where λ = 1, at k = 0, so u is a polynomial; being bounded it is constant, and being odd it is zero.

After a tracer jump s the vacancy starts at −s, so

m(s) = −⟨B sin(k·s)/(1−λ)⟩_k.

Now ∇λ = −B, with the gradient taken in k, and ∇ln(1−λ) = −∇λ/(1−λ) = B/(1−λ). Therefore

m(s) = −⟨sin(k·s) ∇ln(1−λ)⟩_k = s ⟨cos(k·s) ln(1−λ)⟩_k.

The last step is an integration by parts. Opposite zone faces cancel by periodicity. Around k = 0 a small sphere of radius ε contributes a term of order ε^d ln ε, which vanishes. ∎

On an infinite Bravais lattice with such a vacancy walk, the mean next jump thus lies along the line of the last one even without A3. Equivalence, A2, then ensures that C(s) is the same for all jumps.

**Corollary (a bound).** Let all z steps have p_s = 1/z and satisfy A2. Expand ln(1−λ) = −Σ_{n≥1} λⁿ/n. The average ⟨λⁿ cos(k·s)⟩_k is the probability P_n(s) that a free walk is displaced by s after n steps. Hence

C = −Σ_{n≥1} P_n(s)/n.

The expansion can be made with ρλ in place of λ, ρ < 1, and ρ then raised to 1; all P_n are nonnegative, so the sum passes to the limit. The first term is −1/z. A walk can also reach s in three steps, as s − s + s, so P_3(s) > 0. The terms beyond the first therefore lower C further, and C < −1/z. Since (1+C)/(1−C) = −1 + 2/(1−C) increases with C,

f < (z−1)/(z+1).

Keeping immediate reversal alone therefore overestimates f.

**Chain, square and simple cubic lattices**

Take l = 1, z = 2d and s along the first axis. Then the first component of B is (1/d) sin k₁, and the formula for m(s) before integration by parts gives

C = −(1/d) ⟨sin²k₁/(1−λ)⟩_k, λ = (1/d) Σ_i cos k_i.

For the chain, sin²k/(1−cos k) = 1 + cos k, whose average is 1. Thus C = −1 and f = 0. In this dilute limit the vacancy returns from the side on which it was left, and the next jump undoes the last.

For the square lattice put c = cos k₁ and A = 2−c, so 1−λ = (A−cos k₂)/2. The average over k₂ follows with t = tan(k₂/2):

⟨1/(A−cos k₂)⟩ = (2/π) ∫₀^∞ dt/[(A−1)+(A+1)t²] = 1/√(A²−1).

Because A²−1 = (1−c)(3−c), and dk₁ = −dc/√(1−c²) for 0 < k₁ < π,

C = −(1/π) ∫₀^π sin²k₁ dk₁/√[(1−c)(3−c)] = −(1/π) ∫_{−1}^{1} √[(1+c)/(3−c)] dc.

Substitute 1+c = 4 sin²φ, so that 3−c = 4 cos²φ and dc = 8 sinφ cosφ dφ. The integral becomes ∫₀^{π/4} 8 sin²φ dφ = π−2. Hence

C = 2/π − 1 = −0.3634,

f = (2/π)/(2−2/π) = 1/(π−1) = 0.4669.

For general d use 1/(1−λ) = d ∫₀^∞ exp[−u(d−Σ_i cos k_i)] du. Each axis other than the first contributes ⟨e^{u cos k}⟩ = I₀(u), a modified Bessel function. On the first axis, integration by parts gives ⟨sin²k e^{u cos k}⟩ = ⟨cos k e^{u cos k}⟩/u = I₁(u)/u. So

C = −∫₀^∞ e^{−du} I₀(u)^{d−1} I₁(u) du/u.

For d = 3 this gives C = −0.2098 and f = 0.6531. The Bessel integrals and the zone averages were tested against each other for d = 2 and 3.

**A finite example**

Consider one vacancy and one tracer on a periodic square lattice of 7×7 sites. The vacancy cannot be lost, so the chain of tracer jumps is Markovian without any appeal to diluteness. Solving the linear equations for the next exchange gives these probabilities: reverse 0.489796, each side 0.181319, forward 0.147567. Sideways jumps have zero cosine, and

C = 0.147567 − 0.489796 = −0.342229,

f = 0.657771/1.342229 = 0.490058.

For two jumps the finite-n expression reduces to 1+C = 0.6578. For three it is 1 + (2/3)(2C+C²) = 0.6218. Enumeration of all jump sequences gives the same two values. At n = 100 the ratio is 0.4939, still 0.8% above its limit.

The theorem was also tested by a route that does not use C. In the rate equations for the relative position of the vacancy, each tracer jump s is given a phase factor e^{iq·s}. The largest eigenvalue then behaves as −Dq² for small q, with D the tracer diffusivity along q. The sum of 2D over the axes, divided by Γl², is f. For the 7×7 cell this gives 0.490058, and agreement within 10⁻⁵ was found for periodic cells of all five lattices listed below.

The cell value of C lies above the infinite-lattice value −0.3634. In a cell of N sites the zone average becomes a sum over N wave vectors without k = 0. For a lattice of cubic or equivalent planar symmetry with l = 1, small k gives B ≈ k/d and 1−λ ≈ k²/(2d). Averaged over equivalent jumps, −C is the average of B²/(1−λ), which tends to 2/d at k = 0. The missing point therefore contributes −2/(dN) to C. Here this is −1/49, and −0.3422 − 0.0204 = −0.3626, which removes most of the difference.

**Infinite lattices**

The zone averages give, with the bound (z−1)/(z+1) in the last place:

square: C = −0.3634, f = 0.4669, bound 0.6000
triangular: C = −0.2820, f = 0.5601, bound 0.7143
simple cubic: C = −0.2098, f = 0.6531, bound 0.7143
bcc: C = −0.1579, f = 0.7272, bound 0.7778
fcc: C = −0.1227, f = 0.7815, bound 0.8462

The triangular and simple cubic lattices both have z = 6 but different f, so the number of neighbours alone does not fix the correlation factor.

In the simple cubic lattice the same vacancy makes the next tracer jump with probability 0.3405. In the other cases it is lost and contributes zero to C. Among the jumps made by the returning vacancy, the mean cosine is therefore −0.2098/0.3405 = −0.616. A vacancy walk in a box whose absorbing walls lie seven lattice spacings from the tracer gives C = −0.2095, close to the infinite-lattice value.

For a diffusivity, take an fcc model crystal with cube edge 0.4 nm and tracer jump rate Γ = 10⁶ s⁻¹. The jump length is 0.4/√2 = 0.2828 nm. Then

Γl²/6 = 10⁶ × (2.828×10⁻¹⁰)²/6 = 1.333×10⁻¹⁴ m²/s,

D* = 0.7815 × 1.333×10⁻¹⁴ = 1.042×10⁻¹⁴ m²/s = 1.042×10⁻¹⁰ cm²/s.

After 3600 s the root-mean-square displacement is √(6D*t) = 15.0 μm. Correlation reduces this distance by the factor √0.7815 = 0.884 at fixed Γ.

**Remark (failure when jumps are inequivalent).** On a square net with different jump rates along x and y, all jumps still have length l and A3 holds, but A2 does not. Mirror symmetry gives m(s) = C_x s after an x jump, and the y jumps that may follow have zero mean. Repeating the argument of Lemma 2 for each axis gives

f = w_x (1+C_x)/(1−C_x) + w_y (1+C_y)/(1−C_y),

where w_x and w_y are the fractions of tracer jumps along the two axes. The function −1+2/(1−C) is convex, so inserting the overall mean cosine w_x C_x + w_y C_y into the scalar formula gives too small a value whenever C_x ≠ C_y.

A triangular net with rates 1 : 0.2 : 0.05 along its three directions shows a similar error. In a 7×7 periodic cell the mean cosine is −0.4458, and the scalar formula gives 0.3833. The full sum over the Markov chain gives 0.3988, as does the eigenvalue route. The scalar formula is 3.9% low relative to that value.

In this cell the mean next jump is also tilted from the line of the last one, by 0.00, 2.10 and 12.50 degrees for the three jump types in order of decreasing rate. By Lemma 3 there is no such tilt on the infinite net, whatever the three rates, so the tilt is an effect of the finite cell. The inequality of the rates remains in the infinite net, and with it the loss of the equivalence on which Lemma 1 rests.

**Remark (failure at higher vacancy content).** If a second vacancy is often near the tracer, the last jump no longer fixes the surroundings. Lemma 1 then loses its Markov property, and a single mean cosine need not determine f. The values listed above belong to the dilute limit.

Values computed for the example and the checks

```
Periodic cells, one vacancy (all dimensionless):
 square, edge 7: C = -0.342229, (1+C)/(1-C) = 0.490058, f from spectrum = 0.490058
 triangular, edge 7: C = -0.261573, (1+C)/(1-C) = 0.585323, f from spectrum = 0.585323
 simple cubic, edge 5: C = -0.202909, (1+C)/(1-C) = 0.662636, f from spectrum = 0.662636
 bcc, edge 5: C = -0.152191, (1+C)/(1-C) = 0.735823, f from spectrum = 0.735823
 fcc, edge 5: C = -0.117191, (1+C)/(1-C) = 0.790204, f from spectrum = 0.790204
Square cell, next jump: reverse 0.489796, each side 0.181319, forward 0.147567
Square cell, cosine after j jumps, j = 1..4: -0.34223, 0.11712, -0.04008, 0.01372
Square cell, <R^2>/(n l^2) by enumeration, n = 2: 0.657771
Square cell, <R^2>/(n l^2) by enumeration, n = 3: 0.621775
Square cell, <R^2>/(n l^2) by enumeration, n = 6: 0.553277
Square cell, same ratio by formula, n = 100: 0.493858
Infinite lattices (dimensionless):
 square: z = 4, C = -0.363380, f = 0.466942, f with C = -1/z: 0.600000
 triangular: z = 6, C = -0.282004, f = 0.560057, f with C = -1/z: 0.714286
 simple cubic: z = 6, C = -0.209842, f = 0.653109, f with C = -1/z: 0.714286
 bcc: z = 8, C = -0.157947, f = 0.727194, f with C = -1/z: 0.777778
 fcc: z = 12, C = -0.122680, f = 0.781451, f with C = -1/z: 0.846154
Chain: C from Bessel integral = -1.000000
Simple cubic: C from Bessel integral = -0.209842
Simple cubic: C with absorbing walls at distance 7 = -0.20952
Simple cubic: probability that the same vacancy makes the next jump = 0.340537
Triangular 7x7 cell with unequal rates 1 : 0.2 : 0.05
 C = -0.445789, (1+C)/(1-C) = 0.383328
 f from matrix sum = 0.398766, from spectrum = 0.398766
 angle of mean next jump to line of last jump, three jump types: 0.00, 2.10, 12.50 degrees
fcc model: cube edge = 0.4 nm, jump length = 0.28284 nm
fcc model: tracer jump rate = 1.0e+06 1/s, time = 3600 s
fcc model: uncorrelated diffusivity = 1.3333e-14 m^2/s
fcc model: tracer diffusivity = 1.0419e-14 m^2/s = 1.0419e-10 cm^2/s
fcc model: rms displacement = 15.002 micrometre
```
